# When field raises the permittivity of an antiferroelectric: a biquadratic Landau criterion

A capacitor filled with an antiferroelectric such as lead zirconate is biased by a steady field while a small slow signal measures its permittivity. Quartic stiffening of the polar response makes the permittivity fall with bias. But the crystal also contains antipolar order. If the two orders compete, the field weakens the antipolar one, and that softens the polar response. The question is which effect wins at small field.

## Model and assumptions

Let $P$ be the polarization along the field and $A$ the antipolar amplitude, measured in the same units. The energy density at macroscopic field $E$ is

$$G=\frac a2P^2+\frac b4P^4+\frac\alpha2A^2+\frac\beta4A^4+\frac\gamma2P^2A^2-EP .$$

The assumptions are these.

1. The state is uniform, with one antipolar domain, and the coefficients do not depend on field (mean-field theory).
2. $b>0$, $\beta>0$ and $\alpha<0$, so antipolar order exists at $P=0$.
3. $\gamma>-\sqrt{b\beta}$, which Lemma 1 shows to be the condition for a positive quartic energy.
4. The antipolar state is locally stable at zero field: $a'\equiv a+\gamma|\alpha|/\beta>0$.
5. $A$ stays at its energy minimum, both under the bias and during the probe signal.

The differential susceptibility is $\chi=dP/dE$, and the relative permittivity is $\varepsilon_r=1+\chi/\varepsilon_0$.

**Theorem.** On the antipolar branch that starts from $P=0$,

$$E=a'P+b'P^3,\qquad b'=b-\frac{\gamma^2}{\beta},\qquad \frac1\chi=a'+3b'P^2 .$$

The permittivity initially rises with $|E|$ if and only if $\gamma^2>b\beta$.

## Two lemmas

**Lemma 1 (boundedness).** The quartic energy is positive in every direction if and only if $\gamma>-\sqrt{b\beta}$.

*Proof.* Put $u=P^2\ge0$ and $v=A^2\ge0$. Completing a square gives

$$\frac{bu^2+\beta v^2+2\gamma uv}{4}=\frac{(\sqrt b\,u-\sqrt\beta\,v)^2+2(\gamma+\sqrt{b\beta})uv}{4}.$$

If $\gamma>-\sqrt{b\beta}$, both terms are non-negative. They vanish together only when $\sqrt b\,u=\sqrt\beta\,v$ and $uv=0$, hence $u=v=0$. If $\gamma\le-\sqrt{b\beta}$, the direction $\sqrt b\,u=\sqrt\beta\,v$ gives a zero or negative value. $\square$

The criterion $\gamma^2>b\beta$ could be met by $\gamma>\sqrt{b\beta}$ or by $\gamma<-\sqrt{b\beta}$. The lemma removes the second option. In this quartic model a rising permittivity therefore requires competing orders, $\gamma>0$: each raises the energy cost of the other.

**Lemma 2 (elimination).** For $\gamma P^2<|\alpha|$, the minimum of $G$ over $A$ at fixed $P$ lies at

$$A^2=\frac{|\alpha|-\gamma P^2}{\beta}.$$

*Proof.* With $s=A^2$, the part of $G$ that contains $A$ is

$$\frac\beta4s^2-\frac{|\alpha|-\gamma P^2}{2}s=\frac\beta4\left(s-\frac{|\alpha|-\gamma P^2}{\beta}\right)^2-\frac{(|\alpha|-\gamma P^2)^2}{4\beta}.$$

Since $\beta>0$, the minimum is where the square vanishes. The stated condition makes that value of $s$ positive, as a squared amplitude must be. $\square$

## Proof of the theorem

At the minimum only the last term of Lemma 2 remains. Expanded, it is

$$-\frac{(|\alpha|-\gamma P^2)^2}{4\beta}=-\frac{\alpha^2}{4\beta}+\frac{\gamma|\alpha|}{2\beta}P^2-\frac{\gamma^2}{4\beta}P^4 .$$

Adding the terms $aP^2/2+bP^4/4-EP$ and collecting powers gives

$$G_{\min}=-\frac{\alpha^2}{4\beta}+\frac{a'}2P^2+\frac{b'}4P^4-EP .$$

The antipolar order stiffens the quadratic term when $\gamma>0$, and for either sign of $\gamma$ its relaxation lowers the quartic term. Setting $dG_{\min}/dP=0$ gives $E=a'P+b'P^3$, and differentiating with respect to $P$ gives $1/\chi=dE/dP=a'+3b'P^2$.

Near the origin $dE/dP$ is close to $a'>0$, so $|P|$ increases with $|E|$. Therefore $1/\chi$ decreases with $|E|$ if $b'<0$, increases if $b'>0$, and is constant if $b'=0$. Because $\beta>0$, $b'<0$ means $\gamma^2>b\beta$. Adding the vacuum term to $\chi/\varepsilon_0$ does not alter the direction of change. $\square$

To leading order $P=\chi_0E$ with $\chi_0=1/a'$, so

$$\frac{\chi}{\chi_0}=\frac1{1+3b'\chi_0P^2}\simeq1-3b'\chi_0^3E^2 .$$

The criterion was also tested on 60 random coefficient sets, with $\gamma/\sqrt{b\beta}$ between $-0.8$ and $2.5$ and values within 0.05 of $\pm1$ left out. The two-variable equations were solved numerically at small field. The permittivity rose in 34 cases and fell in 26, each time as the criterion says.

**Remark (normalization).** If $A=\lambda\tilde A$, then $\beta$ becomes $\lambda^4\beta$ and $\gamma$ becomes $\lambda^2\gamma$. The ratio $\gamma^2/\beta$ is unchanged, so the scale chosen for $A$ does not matter. The numerical factors in $G$ do matter. If the quartic energy is written $b_1P^4+\beta_1A^4+\gamma_1P^2A^2$, then $b=4b_1$, $\beta=4\beta_1$, $\gamma=2\gamma_1$, and the criterion reads $\gamma_1^2>4b_1\beta_1$.

**Remark (stability).** When $\gamma>\sqrt{b\beta}$, assumption 4 follows if the antipolar state has lower energy than the polar one. For $a\ge0$ this is immediate. For $a<0$ the polar state with $A=0$ has $P^2=|a|/b$ and energy $-a^2/(4b)$. If this lies above $-\alpha^2/(4\beta)$, then $|\alpha|/\sqrt\beta>|a|/\sqrt b$, and

$$\frac{\gamma|\alpha|}{\beta}>\sqrt b\,\frac{|\alpha|}{\sqrt\beta}>|a| ,$$

which is $a'>0$.

## Where the rise comes from

The second derivatives of $G$ separate two roles of $A$. On the branch $\alpha+\gamma P^2=-\beta A^2$, so

$$G_{PP}=a+3bP^2+\gamma A^2,\quad G_{PA}=2\gamma PA,\quad G_{AA}=\alpha+3\beta A^2+\gamma P^2=2\beta A^2 .$$

When $A$ follows the probe, the inverse susceptibility is

$$\frac1\chi=G_{PP}-\frac{G_{PA}^2}{G_{AA}}=G_{PP}-\frac{2\gamma^2}{\beta}P^2 .$$

Inserting $A^2$ from Lemma 2 gives $G_{PP}=a'+(3b-\gamma^2/\beta)P^2$, and the sum is again $a'+3b'P^2$. Of the total softening $3\gamma^2P^2/\beta$, one third comes from the bias having changed $A$ (reduced it if $\gamma>0$), and two thirds from $A$ moving with the probe.

This gives three different responses:

- **Relaxed:** $A$ follows bias and probe. The permittivity rises if $\gamma^2>b\beta$.
- **Fast:** $A$ follows the bias but not the probe, while $P$ still follows both. Then $1/\chi=G_{PP}$, and a rise needs $\gamma^2>3b\beta$.
- **Frozen:** $A$ keeps its zero-field value $A_0$, with $A_0^2=|\alpha|/\beta$. Then $E=a'P+bP^3$ and $1/\chi=a'+3bP^2$, so the permittivity falls.

The coupling alone does not produce the rise; the antipolar order must be free to yield.

## How far the rise continues

Let $b'<0$. The inverse susceptibility vanishes at

$$P_s^2=\frac{a'}{3|b'|},$$

whereas antipolar order vanishes at $P_c^2=|\alpha|/\gamma$. There are two cases.

**Case $P_s<P_c$.** The branch loses stability while $A$ is still finite. Using $|b'|=a'/(3P_s^2)$,

$$E=a'P\left(1-\frac{P^2}{3P_s^2}\right),\qquad E_F=E(P_s)=\frac23a'P_s .$$

With $p=P/P_s$ and $e=E/E_F$ this becomes $e=(3p-p^3)/2$. Substituting $p=2\sin\theta$ gives $e=3\sin\theta-4\sin^3\theta=\sin3\theta$. Hence

$$P=2P_s\sin\theta,\qquad\theta=\tfrac13\arcsin\frac E{E_F},\qquad\frac\chi{\chi_0}=\frac1{1-p^2}=\frac1{1-4\sin^2\theta}.$$

At small field $p\simeq2e/3$, so $\chi/\chi_0\simeq1+4e^2/9$. Near the end put $p=1-\eta$. Then $e\simeq1-3\eta^2/2$ and $1-p^2\simeq2\eta$, so

$$\frac\chi{\chi_0}\simeq\sqrt{\frac{3}{8(1-e)}} .$$

The mean-field susceptibility diverges as an inverse square root of the distance to $E_F$.

**Case $P_c<P_s$.** Here $A$ goes continuously to zero before any divergence. Beyond $P_c$ the inverse susceptibility is $a+3bP^2$. Its jump at $P_c$ is

$$(a+3bP_c^2)-(a'+3b'P_c^2)=-\frac{\gamma|\alpha|}\beta+\frac{3\gamma^2}{\beta}\frac{|\alpha|}\gamma=\frac{2\gamma|\alpha|}{\beta}>0 .$$

The permittivity rises up to $P_c$, drops abruptly, and then falls with field. This is why the theorem speaks of an initial rise.

**Return from the polar state.** With $A=0$ the polar branch is $E=aP+bP^3$. It is stable against $A$ when $\alpha+\gamma P^2>0$, that is for $P>P_c$, and against $P$ when $a+3bP^2>0$. If the first condition fails first on lowering the field, the polar state ends at

$$E_A=P_c(a+bP_c^2).$$

For $a<0$, $E_A$ is positive, so that the polar state is lost before the field reaches zero, when $b|\alpha|>\gamma|a|$.

## Extension to a sixth-order antipolar term

The antiferroelectric transition of lead zirconate is first order, which a positive $\beta$ alone does not describe. Add $\delta A^6/6$ with $\delta>0$. At $P=0$ the value $s_0=A_0^2$ satisfies $\alpha+\beta s_0+\delta s_0^2=0$. Let $x=s-s_0$. The second derivative of the antipolar energy with respect to $s$ is

$$\frac\beta2+\delta s_0=\frac{\beta^*}2,\qquad\beta^*=\beta+2\delta s_0=\sqrt{\beta^2-4\delta\alpha}.$$

The last form follows from the larger root for $s_0$. To the order needed for $P^4$, one minimizes $\beta^*x^2/4+\gamma P^2x/2$. The minimum is at $x=-\gamma P^2/\beta^*$ and has the value $-\gamma^2P^4/(4\beta^*)$. Therefore

$$a'=a+\gamma s_0,\qquad b'=b-\frac{\gamma^2}{\beta^*},$$

and a rise at order $E^2$ requires $\gamma^2>b\beta^*$. What counts is the stiffness of the antipolar order at its actual amplitude. This derivation uses $\beta^*>0$ and not $\beta>0$, so it also covers negative $\beta$, including positive $\alpha$ as long as the antipolar state exists. The sixth-order term also keeps the energy bounded when $\gamma<-\sqrt{b\beta}$. The rise can then occur for cooperating orders, $\gamma<0$, as well: the field strengthens $A$, and $A$ in turn softens the polar response. A $P^6$ term leaves the onset unchanged, because it first enters $1/\chi$ at order $P^4$.

## Worked example

Take $P$ and $A$ in µC/cm² and $E$ in MV/cm. The round coefficients are $a=-0.05$ and $\alpha=-0.08$ in MV/cm per µC/cm², and $b=4\times10^{-5}$, $\beta=5\times10^{-5}$, $\gamma=6\times10^{-5}$ in MV/cm per (µC/cm²)³. Then $\gamma^2/(b\beta)=1.8$: above 1 but below 3. In the same units

$$a'=-0.05+\frac{(6\times10^{-5})(0.08)}{5\times10^{-5}}=0.046,$$

$$b'=4\times10^{-5}-\frac{(6\times10^{-5})^2}{5\times10^{-5}}=-3.2\times10^{-5}.$$

The zero-field amplitude is $A_0=\sqrt{0.08/(5\times10^{-5})}=40$ µC/cm². The two limiting polarizations are $P_s=\sqrt{0.046/(9.6\times10^{-5})}=21.9$ µC/cm² and $P_c=\sqrt{0.08/(6\times10^{-5})}=36.5$ µC/cm², so the first case applies. The branch ends at $E_F=\frac23(0.046)(21.9)=0.67$ MV/cm, or $6.7\times10^7$ V/m.

| $E$ | $P$ | $\varepsilon_r$ relaxed | fast | frozen |
|---|---|---|---|---|
| 0 | 0 | 247 | 247 | 247 |
| 0.168 | 3.7 | 254 | 243 | 238 |
| 0.336 | 7.6 | 280 | 233 | 219 |
| 0.503 | 12.2 | 357 | 213 | 195 |
| 0.604 | 16.0 | 525 | 195 | 182 |

The column $P$ is for relaxed $A$; in the frozen case $P$ is recomputed at the same field. At 0.503 MV/cm the relaxed permittivity is 45% above its zero-field value, while the fast one is 13% below it. The same coefficients thus give opposite trends, according to whether $A$ follows the probe. The fast column is a limiting case that needs $A$ to respond much more slowly than $P$. Here the zero-field stiffness of $A$, $2|\alpha|=0.16$, exceeds that of $P$, $a'=0.046$, so with equal damping coefficients in these units $A$ would be the faster of the two. Unlike the static criterion, this comparison depends on the scale chosen for $A$, and the actual damping ratio is not fixed by the model. Within this uniform model, a probe that is slow compared with the relaxation of both $P$ and $A$ gives the relaxed column. In a real film, domain-wall motion and leakage can also contribute to a low-frequency measurement.

The low-field law has coefficient $3|b'|/a'^3=0.99$ (MV/cm)$^{-2}$. At 0.1 MV/cm the rise is 1%, so a weak-field measurement could miss it. At $0.9E_F$, the last row, the end-point formula gives $\sqrt{3/0.8}=1.94$ against the full ratio $\chi/\chi_0=2.14$.

Overdamped relaxation of both variables, started from $P=0$, $A=A_0$, stayed antipolar at $0.99E_F$. At $1.01E_F$ it ended in the polar state with $P=40.8$ µC/cm². On return, $E_A=36.5\,(-0.05+0.0533)=0.12$ MV/cm. This is a small difference of large terms, so it is sensitive to the coefficients.

## Comparison with a real film

The permittivity of a few hundred, forward switching field of some tenths of MV/cm and switched polarization of some tens of µC/cm² are roughly typical of lead zirconate films. The coefficients are not a fit, and the return field is low compared with the forward one. Real films can also switch non-uniformly, by nucleation, which the model leaves out. The antipolar and polar states have equal energy at 0.52 MV/cm, and above that field nucleation can end the antipolar state early. Switching there would lower the forward field by 23% relative to $E_F$ and limit the permittivity to 369, or 1.5 times its zero-field value, instead of a divergence. With a rough breakdown field of 1 MV/cm, $E_F$ is already at 0.67 of breakdown.

Other omissions can be sized separately, with the remaining coefficients held fixed.

**Sixth-order terms.** A trial $\delta=5\times10^{-9}$ MV/cm per (µC/cm²)⁵ gives $\beta^*=6.4\times10^{-5}$ and $b'=-1.6\times10^{-5}$, half the former magnitude. It also lowers $A_0$, and hence $a'$, so the zero-field permittivity becomes 331. Because the low-field coefficient is $3|b'|/a'^3$, the relative rise at 0.1 MV/cm is then slightly larger, 1.2% instead of 1.0%. The $E^2$ term vanishes at $\delta=1.75\times10^{-8}$, where $b'=0$. A weaker rise remains, because eliminating $A$ also produces a term $-\delta\gamma^3P^6/(6\beta^{*3})$, negative for $\gamma>0$: at this $\delta$ the susceptibility is still up by 0.1% at 0.1 MV/cm and 2% at 0.2 MV/cm. For somewhat larger $\delta$ it first falls and then rises, so a rise seen at finite field need not mean $\gamma^2>b\beta^*$. These trials keep $\beta>0$, so they size the extra term but do not describe the first-order transition. A term $\delta P^6/6$ with the trial $\delta$ would add 12% of $a'$ to $1/\chi$ at $P=P_s$, and so would delay the divergence.

**Clamping by the substrate.** Let the film be held at the in-plane size of its zero-field antipolar state. The strain energy is $M[Q_PP^2+Q_A(A^2-A_0^2)]^2$, with biaxial modulus $M$ and electrostrictive coefficients $Q_P,Q_A$. Matching the quartic terms adds $4MQ_P^2$ to $b$, $4MQ_A^2$ to $\beta$ and $4MQ_PQ_A$ to $\gamma$. The quadratic terms leave $A_0$ and $a'$ unchanged. For rough values $M=200$ GPa and $|Q_P|=|Q_A|=0.02$ m⁴/C², $b'$ is $-3.19\times10^{-5}$ if the $Q$'s have equal signs and $-1.74\times10^{-5}$ if they are opposite. In the second case the initial rise is nearly halved. It is sensitive to these rough inputs: with opposite signs $b'$ changes sign when $4MQ^2=(\gamma^2-b\beta)/(b+\beta+2\gamma)$, which for $M=200$ GPa is $|Q|\approx0.031$ m⁴/C².

**Temperature and interfaces.** With a rough Curie constant of $2\times10^5$ K, heating by 50 K changes the zero-field permittivity to 232 if only $a$ shifts, and to 250 if $a$ and $\alpha$ shift equally. This is only a test of sensitivity: with the same constant, $a$ and $\alpha$ would vanish about 900 K and 1400 K above the working temperature, whereas lead zirconate has its transition near 500 K. The example's coefficients should not be used to predict temperature dependence. A 1 nm interface layer of permittivity 30 in a 200 nm film lowers the measured zero-field value to 238. This treats the layer as linear and free of leakage, which is safe only at small bias: with 0.5 MV/cm in the film, the layer would carry about 4.6 MV/cm.

For these inputs none of the listed corrections, taken one at a time, reverses the initial rise, though a large enough $\delta$ would, and so would clamping with opposite-sign $Q$'s about 1.5 times larger. Domain-wall motion and partial switching are not included or sized here. A measured rise is therefore consistent with $\gamma^2>b\beta^*$ but does not by itself establish it. The full set of values is in the numerical output below.

## Computed results

```
Units: P, A in uC/cm2; E in MV/cm; eps relative
a      = -0.050 MV/cm/(uC/cm2)
alpha  = -0.080 MV/cm/(uC/cm2)
b      = 4.00e-05 MV/cm/(uC/cm2)^3
beta   = 5.00e-05 MV/cm/(uC/cm2)^3
gamma  = 6.00e-05 MV/cm/(uC/cm2)^3
gamma^2/(b beta) = 1.800
a_eff  = 0.0460 MV/cm/(uC/cm2)
b_eff  = -3.200e-05 MV/cm/(uC/cm2)^3
A at zero field A0 = 40.00 uC/cm2
P_s (divergence)   = 21.89 uC/cm2
P_c (A vanishes)   = 36.51 uC/cm2
polar spinodal P   = 20.41 uC/cm2
E_F forward limit  = 0.6713 MV/cm = 6.713e+07 V/m
E_A return limit   = 0.1217 MV/cm
E_eq equal energy  = 0.5162 MV/cm
P after switching at 1.01 E_F = 40.81 uC/cm2
E/MV/cm  P/uC/cm2  A/uC/cm2  eps relaxed  fast  frozen
0.0000    0.00   40.00    246.5   246.5   246.5
0.1678    3.68   39.80    253.7   243.1   238.5
0.3356    7.60   39.12    280.2   232.6   218.7
0.5035   12.21   37.70    357.5   213.5   195.2
0.6042   15.96   35.97    525.5   194.9   181.7
eps at E_eq = 368.7; ratio to zero field = 1.496
low-field rise: d(chi)/chi0 = 0.986 (E in MV/cm)^2
at 0.1 MV/cm this is 0.99 percent
random cases: 34 rising, 26 falling
Neglected effects (rough inputs)
trial delta = 5.0e-09 MV/cm/(uC/cm2)^5
  beta* = 6.403e-05, b_eff = -1.622e-05 MV/cm/(uC/cm2)^3
  zero-field eps with delta = 331.4
  delta that cancels the rise = 1.75e-08 MV/cm/(uC/cm2)^5
  same size P^6 term: shift of 1/chi at P_s / a_eff = 0.125
clamping: modulus 200 GPa, Q 0.02 m4/C2
  b_eff, strains of same sign     = -3.188e-05 MV/cm/(uC/cm2)^3
  b_eff, strains of opposite sign = -1.744e-05 MV/cm/(uC/cm2)^3
heating by 50 K, Curie constant 2e+05 K
  eps if only a shifts = 232.3; if a and alpha = 249.6
film 200 nm, interface layer 1 nm, its eps 30
  measured zero-field eps = 237.9
breakdown field 1.0 MV/cm; E_F/breakdown = 0.67
```
